# Mandel Q of resonance fluorescence at long counting times

**The system.** A two-level atom with ground state $|g\rangle$ and excited state $|e\rangle$ is driven exactly on resonance by a classical field. In the frame rotating with the field, and in the rotating-wave approximation,
$$H=\frac{\hbar\Omega}{2}(\sigma_++\sigma_-),\qquad \sigma_+=|e\rangle\langle g|,\quad \sigma_-=|g\rangle\langle e|,$$
with Rabi frequency $\Omega>0$. The atom is damped by spontaneous emission alone: the excited population decays at the rate $\Gamma$ and the coherence at $\Gamma/2$. A detector records each emitted photon independently with probability $\eta$, which includes the collection of the light. It has no dead time and no dark counts, and no laser light reaches it. The atom is in its steady state when counting begins. The number $N$ of counts in a time $T$ is characterized by
$$Q(T)=\frac{\langle N^2\rangle-\langle N\rangle^2-\langle N\rangle}{\langle N\rangle},$$
which is zero for Poisson statistics and negative for sub-Poissonian counts. The natural unit of rate is $\Gamma$ and that of time is $1/\Gamma$; numerical values are given in these units.

## Part (a)

**Question.** Derive a closed second-order equation for the excited population $p(t)$, and find its steady value $p_s$.

**Answer.** Let $\sigma_x=\sigma_++\sigma_-$, $\sigma_y=-i(\sigma_+-\sigma_-)$ and $\sigma_z=|e\rangle\langle e|-|g\rangle\langle g|$, so that $H=\hbar\Omega\sigma_x/2$. The Hamiltonian part of the motion is $d\langle A\rangle/dt=(i/\hbar)\langle[H,A]\rangle$. With $[\sigma_x,\sigma_y]=2i\sigma_z$ and $[\sigma_x,\sigma_z]=-2i\sigma_y$, and with the damping added,
$$\frac{d\langle\sigma_y\rangle}{dt}=-\Omega\langle\sigma_z\rangle-\frac{\Gamma}{2}\langle\sigma_y\rangle,\qquad
\frac{d\langle\sigma_z\rangle}{dt}=\Omega\langle\sigma_y\rangle-\Gamma(1+\langle\sigma_z\rangle).$$
On resonance $\langle\sigma_x\rangle$ is not coupled to these. Put $p=(1+\langle\sigma_z\rangle)/2$ and $v=-\langle\sigma_y\rangle$:
$$p'=-\Gamma p-\tfrac12\Omega v,\qquad v'=-\tfrac12\Gamma v+\Omega(2p-1).$$
Differentiate the first equation and insert the second:
$$p''=-\Gamma p'+\frac{\Gamma}{2}\,\frac{\Omega v}{2}-\frac{\Omega^2}{2}(2p-1).$$
The first equation also gives $\Omega v/2=-(p'+\Gamma p)$. Therefore
$$p''+\frac{3\Gamma}{2}p'+Kp=\frac{\Omega^2}{2},\qquad K=\Omega^2+\frac{\Gamma^2}{2}.$$
In the steady state the derivatives vanish, so
$$p_s=\frac{\Omega^2}{2K}=\frac{\Omega^2}{\Gamma^2+2\Omega^2}.$$
It grows from $\Omega^2/\Gamma^2$ for weak drive towards $1/2$ for strong drive.

## Part (b)

**Question.** Express $Q(T)$ through the population $p(\tau)$ of an atom that has just emitted a photon.

**Answer.** The mean count rate is $R=\eta\Gamma p_s$, so $\langle N\rangle=RT$. An emission changes the density matrix $\rho$ into $\sigma_-\rho\sigma_+$ divided by its trace. Since $\sigma_-\rho\sigma_+=p\,|g\rangle\langle g|$, the atom is then in its ground state, whatever its earlier state. A second detection a time $\tau$ later, irrespective of what is emitted in between, has the rate $\eta\Gamma p(\tau)$, where $p$ obeys the equation of part (a) with
$$p(0)=0,\qquad v(0)=0,\qquad\text{hence}\quad p'(0)=0.$$
The joint rate of two detections separated by $\tau$ is
$$R\,\eta\Gamma p(\tau)=R^2g_2(\tau),\qquad g_2(\tau)=\frac{p(\tau)}{p_s}.$$

A record with $N$ counts contains $N(N-1)/2$ pairs of an earlier and a later count. A pair with separation $\tau$ can start anywhere in an interval of length $T-\tau$. Thus
$$\langle N(N-1)\rangle=2R^2\int_0^T(T-\tau)g_2(\tau)\,d\tau .$$
Because $\int_0^T(T-\tau)d\tau=T^2/2$, the squared mean $R^2T^2$ is the same expression with $g_2$ replaced by 1. Subtracting it and dividing by $RT$ gives
$$Q(T)=2R\int_0^T\left(1-\frac{\tau}{T}\right)y(\tau)\,d\tau,\qquad y=g_2-1 .$$
The efficiency enters through $R$ alone, so $Q$ is proportional to $\eta$. Random loss of photons removes part of the order in the record and moves the counts towards Poisson statistics.

For times so short that $y\approx-1$ throughout, the integral is $-T/2$ and $Q(T)\approx-RT$. A short record therefore shows little of the effect, even though $g_2(0)=0$.

## Part (c)

**Question.** Find the limit $Q_\infty$ of $Q(T)$ for long counting times, and state what "long" means.

**Answer.** Dividing the equation of part (a) by $p_s$ and subtracting the steady solution gives
$$y''+\frac{3\Gamma}{2}y'+Ky=0,\qquad y(0)=-1,\quad y'(0)=0 .$$
A trial function $e^{\lambda\tau}$ requires $\lambda=-3\Gamma/4\pm i\mu$ with $\mu^2=K-9\Gamma^2/16=\Omega^2-\Gamma^2/16$. The combination that satisfies the initial conditions is
$$y(\tau)=-e^{-3\Gamma\tau/4}\left(\cos\mu\tau+\frac{3\Gamma}{4\mu}\sin\mu\tau\right).$$
For $\Omega<\Gamma/4$ the frequency $\mu$ is imaginary and the functions become hyperbolic; at $\Omega=\Gamma/4$ the limit $\mu\to0$ is taken. The slowest decay rate is $3\Gamma/4$ for $\Omega\ge\Gamma/4$, and $3\Gamma/4-\sqrt{\Gamma^2/16-\Omega^2}$ below that, which is larger than $\Gamma/2$. The correlation thus decays with a time constant below $2/\Gamma$ at any drive strength, and "long" means $T\gg1/\Gamma$.

In this limit the factor $1-\tau/T$ may be replaced by 1 and the upper limit by infinity. The area is obtained from the differential equation itself, with no distinction between real and imaginary $\mu$. Integrate it from 0 to $\infty$, where $y$ and $y'$ vanish:
$$-y'(0)-\frac{3\Gamma}{2}y(0)+K\int_0^\infty y\,d\tau=0
\;\Rightarrow\;
\int_0^\infty y\,d\tau=-\frac{3\Gamma}{2K}=-\frac{3\Gamma}{\Gamma^2+2\Omega^2}.$$
Hence
$$Q_\infty=2\eta\Gamma\,\frac{\Omega^2}{\Gamma^2+2\Omega^2}\left(-\frac{3\Gamma}{\Gamma^2+2\Omega^2}\right)
=-\frac{6\eta\,\Omega^2\Gamma^2}{(\Gamma^2+2\Omega^2)^2}.$$

## Part (d)

**Question.** At which Rabi frequency is $Q_\infty$ lowest, and what is its value there? Discuss weak and strong drive.

**Answer.** With $s_0=2\Omega^2/\Gamma^2$ the result reads
$$Q_\infty=-\frac{3\eta\,s_0}{(1+s_0)^2}.$$
Since $(1+s_0)^2-4s_0=(1-s_0)^2\ge0$, the fraction $s_0/(1+s_0)^2$ is at most $1/4$, and it reaches $1/4$ only at $s_0=1$. Therefore
$$Q_{\min}=-\frac{3\eta}{4}\qquad\text{at}\qquad\Omega=\frac{\Gamma}{\sqrt2}\approx0.7071\,\Gamma .$$
The value $-3/4$ belongs to a detector that records every photon. There the long-time variance is one quarter of the mean.

The two limits are
$$Q_\infty\approx-\frac{6\eta\,\Omega^2}{\Gamma^2}\quad(\Omega\ll\Gamma),\qquad
Q_\infty\approx-\frac{3\eta\,\Gamma^2}{2\Omega^2}\quad(\Omega\gg\Gamma).$$
They follow from the two factors in $Q_\infty=2R\int_0^\infty y\,d\tau$. For weak drive the area of the correlation hole stays finite, $-3/\Gamma$, but the count rate goes to zero: few photons would have fallen into the hole anyway. For strong drive the rate saturates at $\eta\Gamma/2$, while the area shrinks as $-3\Gamma/(2\Omega^2)$, because positive and negative half-periods of the Rabi oscillation in $y$ nearly cancel.

The table gives numerical values for $\eta=1$. The populations are those of the steady state of the master equation, and $Q_\infty$ is obtained from the growth rates of the counting cumulants, not from the formula above:

| $\Omega/\Gamma$ | $p_s$ | $Q_\infty$ |
|---|---|---|
| 0.1 | 0.0098 | −0.0577 |
| 0.4 | 0.1212 | −0.5510 |
| 0.7071 | 0.2500 | −0.7500 |
| 1 | 0.3333 | −0.6667 |
| 2 | 0.4444 | −0.2963 |
| 5 | 0.4902 | −0.0577 |

The first and last values of $Q_\infty$ agree although the populations are very different. The expression in $s_0$ is unchanged when $s_0$ is replaced by $1/s_0$, and these two rows have $s_0=0.02$ and $s_0=50$.

## Part (e)

**Question.** Find the leading correction for finite $T$. Apply it to $\Omega=\Gamma/\sqrt2$ and $T=40/\Gamma$, for $\eta=1$ and $\eta=0.2$.

**Answer.** Write $Y_0=\int_0^\infty y\,d\tau$ and $Y_1=\int_0^\infty\tau y\,d\tau$. Extending the integral of part (b) to infinity costs only terms that decay exponentially with $T$, so
$$Q(T)\simeq2R\left(Y_0-\frac{Y_1}{T}\right)=Q_\infty\left(1-\frac{\tau_c}{T}\right),\qquad\tau_c=\frac{Y_1}{Y_0}.$$
To find $Y_1$, multiply the equation for $y$ by $\tau$ and integrate by parts:
$$\int_0^\infty\tau y''d\tau=-\int_0^\infty y'd\tau=y(0)=-1,\qquad\int_0^\infty\tau y'd\tau=-Y_0 .$$
This gives $-1-\tfrac32\Gamma Y_0+KY_1=0$. With $Y_0=-3\Gamma/(2K)$,
$$Y_1=\frac{1}{K}\left(1-\frac{9\Gamma^2}{4K}\right)=\frac{\Omega^2-7\Gamma^2/4}{K^2},\qquad
\tau_c=\frac{7\Gamma^2-4\Omega^2}{3\Gamma(\Gamma^2+2\Omega^2)} .$$
For $\Omega^2<7\Gamma^2/4$ the time $\tau_c$ is positive, and at large $T$ the magnitude of $Q$ approaches its limit from below; for stronger drive it does so from above.

At $\Omega^2=\Gamma^2/2$ one finds $\tau_c=5/(6\Gamma)=0.8333/\Gamma$. For $\eta=1$ the mean count is $0.25\times40=10$, and
$$Q(40/\Gamma)=-0.75\left(1-\frac{0.8333}{40}\right)=-0.7344 .$$
The variance is $10\,(1-0.7344)=2.656$, where a Poisson distribution would have 10. For $\eta=0.2$ the mean is 2, $Q=0.2\times(-0.7344)=-0.1469$, and the variance is $2\,(1-0.1469)=1.706$. The complete count distribution, computed from the master equation resolved by the number of counts, gives the same values.

Shorter times show where the correction ceases to suffice ($\eta=1$):

| $\Gamma T$ | $Q(T)$ from the distribution | $Q_\infty(1-\tau_c/T)$ |
|---|---|---|
| 1 | −0.2346 | −0.1250 |
| 4 | −0.5844 | −0.5937 |
| 10 | −0.6875 | −0.6875 |

At $T=4/\Gamma$ the estimate is off by about 1.6% of the true value. At $T=1/\Gamma$ it fails: the omitted terms contribute $-0.2346+0.1250=-0.1096$, nearly as much as the estimate itself. The short-time form $-RT=-0.25$ is then much closer.

## Part (f)

**Question.** For $\eta=1$, confirm $Q_\infty$ from the distribution of waiting times between successive emissions.

**Answer.** Every emission resets the atom to $|g\rangle$, so the waiting times are independent and share one density $w(t)$. Until the next emission the unnormalized state has amplitudes $c_g=a$ and $c_e=-ib$, with $a$ and $b$ real and
$$a'=-\tfrac12\Omega b,\qquad b'=\tfrac12\Omega a-\tfrac12\Gamma b,\qquad a(0)=1,\; b(0)=0 .$$
The density is $w=\Gamma b^2$. For $A=a^2$, $B=b^2$ and $C=ab$,
$$A'=-\Omega C,\qquad B'=\Omega C-\Gamma B,\qquad C'=\tfrac12\Omega(A-B)-\tfrac12\Gamma C .$$
Denote Laplace transforms by a tilde. The first two equations give $\tilde A=(1-\Omega\tilde C)/s$ and $\tilde B=\Omega\tilde C/(s+\Gamma)$. Inserted into the third, multiplied by $s(s+\Gamma)$, they yield
$$\left(s+\tfrac12\Gamma\right)\left(s^2+\Gamma s+\Omega^2\right)\tilde C=\tfrac12\Omega(s+\Gamma),$$
and therefore
$$\tilde w=\Gamma\tilde B=\frac{\Gamma\Omega^2/2}{(s+\Gamma/2)(s^2+\Gamma s+\Omega^2)} .$$
Here $\tilde w(0)=1$: the next photon comes with certainty. The mean $m$ and variance $V$ follow from $\ln\tilde w=-ms+Vs^2/2+\dots$. Expanding
$$\ln\tilde w=-\ln\left(1+\frac{2s}{\Gamma}\right)-\ln\left(1+\frac{\Gamma s+s^2}{\Omega^2}\right)$$
to second order in $s$ gives
$$m=\frac2\Gamma+\frac{\Gamma}{\Omega^2},\qquad V=\frac{4}{\Gamma^2}-\frac{2}{\Omega^2}+\frac{\Gamma^2}{\Omega^4}.$$

The link to $Q_\infty$ is the emission rate $r(\tau)=\Gamma p(\tau)$ after an emission. The photon at $\tau$ may be the next one, the second, and so on, so $\tilde r=\tilde w+\tilde w^2+\dots=\tilde w/(1-\tilde w)$. With $m_2=V+m^2$ and $\tilde w=1-ms+m_2s^2/2-\dots$,
$$\tilde r=\frac{1}{ms}+\frac{m_2}{2m^2}-1+O(s).$$
The first term is the transform of the steady rate $1/m=\Gamma p_s$. The constant is thus $\int_0^\infty(r-\Gamma p_s)d\tau=\Gamma p_s\int_0^\infty y\,d\tau$, which is $Q_\infty/2$ for $\eta=1$. Hence
$$Q_\infty=\frac{m_2}{m^2}-2=\frac{V}{m^2}-1 .$$
With $x=\Omega^2/\Gamma^2$, multiplying $V$ and $m^2$ by $\Gamma^2x^2$ gives
$$Q_\infty=\frac{4x^2-2x+1}{(2x+1)^2}-1=-\frac{6x}{(1+2x)^2},$$
in agreement with part (c). At the optimum $m=4/\Gamma$ and $V=4/\Gamma^2$, so $V/m^2=1/4$. An exponential density, which describes random emission, would have $V/m^2=1$.

## Part (g)

**Question.** The laser is detuned by $\Delta$, so that $-\hbar\Delta|e\rangle\langle e|$ is added to $H$. Can detuning lower $Q_\infty$ further?

**Answer.** The added term equals $-\hbar\Delta\sigma_z/2$ up to a constant, and it couples $u=\langle\sigma_x\rangle$ to the motion:
$$u'=-\tfrac12\Gamma u-\Delta v,\quad v'=-\tfrac12\Gamma v+\Delta u+\Omega(2p-1),\quad p'=-\Gamma p-\tfrac12\Omega v .$$
In the steady state $u_s=-2\Delta v_s/\Gamma$ and $v_s=-2\Gamma p_s/\Omega$. The middle equation then gives
$$p_s=\frac{\Omega^2}{S},\qquad S=\Gamma^2+4\Delta^2+2\Omega^2 .$$
After an emission $u=v=p=0$. Let $U$, $V_1$ and $P$ be the integrals over time of $u-u_s$, $v-v_s$ and $p-p_s$. Integrating the equations of motion gives
$$u_s=-\tfrac12\Gamma U-\Delta V_1,\quad v_s=-\tfrac12\Gamma V_1+\Delta U+2\Omega P,\quad p_s=-\Gamma P-\tfrac12\Omega V_1 .$$
Eliminate $U$ with the first equation and use $u_s=-2\Delta v_s/\Gamma$. With $G=(\Gamma^2+4\Delta^2)/(2\Gamma)$ the second becomes
$$v_s\left(1-\frac{4\Delta^2}{\Gamma^2}\right)=-GV_1+2\Omega P .$$
Now insert $V_1=-2(p_s+\Gamma P)/\Omega$ and $v_s=-2\Gamma p_s/\Omega$, and multiply by $\Omega/2$:
$$-p_s\left(\Gamma-\frac{4\Delta^2}{\Gamma}\right)=Gp_s+(G\Gamma+\Omega^2)P .$$
Since $G\Gamma+\Omega^2=S/2$,
$$P=-\frac{p_s(3\Gamma^2-4\Delta^2)}{\Gamma S},\qquad
Q_\infty=2\eta\Gamma P=-\frac{2\eta\,\Omega^2(3\Gamma^2-4\Delta^2)}{(\Gamma^2+4\Delta^2+2\Omega^2)^2}.$$
For $|\Delta|<\sqrt3\,\Gamma/2$, detuning reduces the positive factor $3\Gamma^2-4\Delta^2$ and enlarges the denominator, so it weakens the effect at every $\Omega$. For larger $|\Delta|$ the result is positive. Detuning therefore cannot help, and $-3\eta/4$ is the lowest value over both $\Omega$ and $\Delta$.

The sign changes at $|\Delta|=0.8660\,\Gamma$. At $\Omega=0.7\,\Gamma$ and $\Delta=1.2\,\Gamma$, for instance, $Q_\infty=+0.0451$ for $\eta=1$. The light is still antibunched there, with $g_2(0)=0$, but $g_2$ later rises above 1 by enough to make the total area positive. Antibunching at zero delay thus does not by itself ensure sub-Poissonian counts over long times.

## Computed results

```
Rates in units of Gamma, times in units of 1/Gamma
Optimal Rabi frequency, formula: 0.7071 Gamma
Optimal Rabi frequency, search: 0.7071 Gamma
Minimum long-time Q, search, eta = 1: -0.7500
Search over Omega and Delta: Omega = 0.707 Gamma, |Delta| = 0.000 Gamma
At the optimal Rabi frequency:
  excited population: 0.2500
  emission rate: 0.2500 Gamma
  integral of g2 - 1: -1.5000 /Gamma
  mean waiting time: 4.0000 /Gamma
  waiting-time variance: 4.0000 /Gamma^2
  correction time tau_c: 0.8333 /Gamma
Long-time Q from counting cumulants, eta = 1:
  Omega = 0.1000 Gamma: population = 0.0098, Q = -0.0577
  Omega = 0.4000 Gamma: population = 0.1212, Q = -0.5510
  Omega = 0.7071 Gamma: population = 0.2500, Q = -0.7500
  Omega = 1.0000 Gamma: population = 0.3333, Q = -0.6667
  Omega = 2.0000 Gamma: population = 0.4444, Q = -0.2963
  Omega = 5.0000 Gamma: population = 0.4902, Q = -0.0577
Counts at the optimal Rabi frequency, from the distribution:
  eta = 1.0, T = 40 /Gamma: mean = 10.0000, variance = 2.6562, Q(T) = -0.7344
  eta = 1.0, long-time Q = -0.7500
  eta = 0.2, T = 40 /Gamma: mean = 2.0000, variance = 1.7062, Q(T) = -0.1469
  eta = 0.2, long-time Q = -0.1500
Approach to the long-time value, eta = 1:
  T = 1 /Gamma: Q(T) = -0.2346, Q(1 - tau_c/T) = -0.1250
  T = 4 /Gamma: Q(T) = -0.5844, Q(1 - tau_c/T) = -0.5937
  T = 10 /Gamma: Q(T) = -0.6875, Q(1 - tau_c/T) = -0.6875
  T = 40 /Gamma: Q(T) = -0.7344, Q(1 - tau_c/T) = -0.7344
Detuning where Q changes sign: 0.8660 Gamma
Q at Omega = 0.7 Gamma, Delta = 1.2 Gamma: 0.0451
```
